# Defect-band dispersion in cubic supercells and its cancellation at (1/4,1/4,1/4)

## Result

A supercell calculation replaces one defect by a lattice of defects. The overlap of their orbitals turns a sharp defect level into a band. Take a simple-cubic lattice of cells of side \(L\), with one defect in each. The lowest level of the isolated defect is non-degenerate and spherical,

\[
\varepsilon_0=-c\kappa^2,\qquad c=\frac{\hbar^2}{2m},
\]

measured from the band edge, with mass \(m\). The tail of its normalized orbital is \(A e^{-\kappa r}/r\). Then

\[
E(\mathbf k)=\varepsilon_0+\sum_{\mathbf R\neq0}t(R)\cos(\mathbf k\cdot\mathbf R)+O(e^{-2\kappa L}),\qquad
t(R)=-4\pi cA^2\,\frac{e^{-\kappa R}}{R}. \tag{1}
\]

Order symbols here leave out powers of \(L\). The nearest neighbours give a band of width \(12|t(L)|\), which decays as \(e^{-\kappa L}/L\). At the Makov–Shah–Payne point

\[
\mathbf k^*=\frac{2\pi}{L}\left(\tfrac14,\tfrac14,\tfrac14\right)
\]

the (100), (110) and (111) shells all cancel, and

\[
E(\mathbf k^*)-\varepsilon_0=O(e^{-2\kappa L}). \tag{2}
\]

The defect potential is held fixed and is short-ranged. Electrostatic and elastic interactions between images, which fall off as powers of \(L\), are a separate error that the choice of \(\mathbf k\) does not remove. A state resonant with a host band has no exponentially decaying tail and is outside the result. The host is a single isotropic parabolic band with nothing below it. For a level deep in a real gap the tail follows the complex band structure instead. In a simple two-band model with gap \(E_g\), \(\kappa^2\simeq(|\varepsilon_0|/c)(1-|\varepsilon_0|/E_g)\), which is smaller than the parabolic value, so the band is wider than estimated here. The cancellation in (4) rests on symmetry alone and does not depend on this, but \(\kappa\) and \(t(R)\) do.

## First derivation: overlapping orbitals

### The band to first order

Let \(V\) be spherical and zero beyond a radius \(a<L/2\). The isolated orbital is real and obeys \((-c\nabla^2+V)\varphi=\varepsilon_0\varphi\). Write \(\varphi_{\mathbf R}\) and \(V_{\mathbf R}\) for the orbital and potential centred at \(\mathbf R\). The supercell Hamiltonian is \(H=-c\nabla^2+\sum_{\mathbf R}V_{\mathbf R}\), and the trial state is

\[
\Phi_{\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\varphi_{\mathbf R}=\varphi_0+F,\qquad
F=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}\varphi_{\mathbf R}.
\]

\(F\) is the field of all neighbours, seen from site 0. Each \(\varphi_{\mathbf R}\) already satisfies the Schrödinger equation with its own potential, so \((H-\varepsilon_0)\varphi_{\mathbf R}\) contains the other potentials alone. After summation, \((H-\varepsilon_0)\Phi_{\mathbf k}\) equals \(V_0F\) at site 0 and its Bloch copies elsewhere. The mean energy, with all integrals taken per cell, is therefore

\[
\bar E-\varepsilon_0=\frac{\langle\varphi_0|V_0|F\rangle+\langle F|V_0|F\rangle}{1+s(\mathbf k)},\qquad
s(\mathbf k)=\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}\langle\varphi_0|\varphi_{\mathbf R}\rangle. \tag{3}
\]

Inside \(V_0\) the field \(F\) is \(O(e^{-\kappa L})\), and so is \(s\). Hence \(\bar E-\varepsilon_0=\langle\varphi_0|V_0|F\rangle+O(e^{-2\kappa L})\).

The trial energy must also be close to the true one. Let the defect level be the lowest state at each \(\mathbf k\), with the next level \(E_2\) a finite gap above it. The variational principle and Temple's inequality give

\[
\bar E-\frac{\sigma^2}{E_2-\bar E}\le E(\mathbf k)\le\bar E ,
\]

where \(\sigma^2\) is the energy variance of \(\Phi_{\mathbf k}\). It is at most the squared norm of \(V_0F\) divided by \(1+s\), which is \(O(e^{-2\kappa L})\). Therefore

\[
E(\mathbf k)=\varepsilon_0+\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}t(R)+O(e^{-2\kappa L}),\qquad
t(R)=\int V_0\varphi_0\varphi_{\mathbf R}\,d^3r .
\]

Since \(\mathbf R\) and \(-\mathbf R\) have equal \(t\), the exponential may be replaced by a cosine.

### The hopping integral

Within \(r<a\) the neighbour's orbital is pure tail, so \(\nabla^2\varphi_{\mathbf R}=\kappa^2\varphi_{\mathbf R}\). Its average \(M(r)\) over a sphere about site 0 obeys \((rM)''=\kappa^2 rM\) and is finite at the origin. Hence \(M(r)=\varphi_{\mathbf R}(0)\sinh(\kappa r)/(\kappa r)\). Because \(V_0\varphi_0\) is spherical, this average is all that enters:

\[
t(R)=\varphi_{\mathbf R}(0)\,I,\qquad I=\int V_0\varphi_0\frac{\sinh\kappa r}{\kappa r}\,d^3r .
\]

Put \(\varphi_0=u(r)/(\sqrt{4\pi}\,r)\). The radial equation is \(Vu=c(u''-\kappa^2u)\), and two integrations by parts give

\[
I=\frac{\sqrt{4\pi}\,c}{\kappa}\int_0^a(u''-\kappa^2u)\sinh\kappa r\,dr
=\frac{\sqrt{4\pi}\,c}{\kappa}\Big[u'\sinh\kappa r-\kappa u\cosh\kappa r\Big]_0^a .
\]

The lower limit vanishes because \(u(0)=0\) and \(\sinh0=0\). At \(r=a\), \(u=\sqrt{4\pi}Ae^{-\kappa a}\) and \(u'=-\kappa u\), so the bracket is \(-\kappa u(a)e^{\kappa a}=-\kappa\sqrt{4\pi}A\). Thus \(I=-4\pi cA\). With \(\varphi_{\mathbf R}(0)=Ae^{-\kappa R}/R\) this is the \(t(R)\) of equation (1).

The six nearest neighbours contribute

\[
2t(L)\,(\cos k_xL+\cos k_yL+\cos k_zL),
\]

which is \(6t\) at \(\Gamma\) and \(-6t\) at the zone corner. As \(t<0\), \(\Gamma\) is the bottom of the band, and the width is \(12|t(L)|\).

### Cancellation at the special point

Write \(\mathbf k=(2\pi/L)\mathbf q\) and \(\mathbf R=L\mathbf n\), and expand the full band in a Fourier series with coefficients \(E_{\mathbf n}\). Time reversal gives \(E(\mathbf q)=E(-\mathbf q)\). A twofold rotation about \(x\) gives \(E(q_1,q_2,q_3)=E(q_1,-q_2,-q_3)\). Together they give \(E(q_1,q_2,q_3)=E(-q_1,q_2,q_3)\), and likewise for the other components. The band is even in each component, so

\[
E(\mathbf q)=\sum_{\mathbf n}E_{\mathbf n}\prod_{i=1}^3\cos(2\pi n_iq_i),\qquad
E(\mathbf k^*)=\sum_{\mathbf n}E_{\mathbf n}\prod_{i=1}^3\cos\frac{\pi n_i}{2}. \tag{4}
\]

A factor vanishes whenever its \(n_i\) is odd. This removes the (100), (110) and (111) shells, at distances \(L\), \(\sqrt2L\) and \(\sqrt3L\). It concerns the coefficients of the actual band, so higher-order corrections to these shells cancel too. The first surviving shell is (200), at distance \(2L\), with phase sum \(-6\). Its hopping is \(O(e^{-2\kappa L})\), the same order as the remainder in (1), and equation (2) follows.

The twofold axes matter. With time reversal alone, \(\mathbf R\) and \(-\mathbf R\) combine to \(2\cos[\pi(n_1+n_2+n_3)/2]\), which removes only shells with an odd index sum. If the hoppings along [110] and [1\(\bar1\)0] are 1 and 0.5 in some unit, these four neighbours give \(2(1)(-1)+2(0.5)(+1)=-1\). Averaging over the points \((\pm\frac14,\pm\frac14,\frac14)\) restores the cancellation.

### The coefficient at the special point

Since first order cancels at \(\mathbf k^*\) up to the (200) shell, the second-order terms are needed for the coefficient. The phases of the neighbours at \(\pm L\hat{\mathbf x}\) are \(\pm i\). With \(Y(r)=e^{-\kappa r}/r\), and to first order in position, the pair gives

\[
iA\big[Y(|\mathbf r-L\hat{\mathbf x}|)-Y(|\mathbf r+L\hat{\mathbf x}|)\big]\simeq-2iA\,Y'(L)\,x=2iAg\,x,\qquad
g=e^{-\kappa L}\Big(\frac{\kappa}{L}+\frac1{L^2}\Big).
\]

The three pairs add to \(F\simeq2iAg(x+y+z)\). The field is zero at the defect but has a gradient there: its lowest part is p-like. It also holds higher odd harmonics. For large \(L\) a pair tends to \(2iA(e^{-\kappa L}/L)\sinh\kappa x\), whose cubic term contains an \(l=3\) part with the same factor \(e^{-\kappa L}\). Relative to the p part its amplitude is of order \((\kappa r)^2\), so its energy is smaller by a factor of order \((\kappa a)^4\). These harmonics are dropped below, so the response term in (5) keeps the p channel only and is not the complete coefficient of \(e^{-2\kappa L}\).

The orbital distorts in this field. Add to \(\Phi_{\mathbf k}\) a Bloch sum of local corrections \(\delta F\). To second order the energy gains \(2\,\mathrm{Re}\langle\delta F|V_0F\rangle+\langle\delta F|h-\varepsilon_0|\delta F\rangle\), with \(h=-c\nabla^2+V_0\). This is stationary when \((h-\varepsilon_0)\delta F=-V_0F\), and its value is then \(\langle F|V_0|\delta F\rangle\). Together with the term already in (3), the second-order energy is \(\langle F|V_0|F+\delta F\rangle\).

The full p-like solution that starts as \(r\) is

\[
j(r)=\frac3\kappa\left[\frac{\cosh\kappa r}{\kappa r}-\frac{\sinh\kappa r}{(\kappa r)^2}\right],
\]

and \((x+y+z)^2/r^2\) averages to 1 over angles. So

\[
E(\mathbf k^*)-\varepsilon_0\simeq\sum_{\mathbf n\ \text{even}}t(R)\cos(\mathbf k^*\!\cdot\mathbf R)+4A^2g^2P,\qquad
P=4\pi\int_0^\infty V\,r^2 j\,(j+\delta j)\,dr, \tag{5}
\]

where the sum omits \(\mathbf n=0\) and \(\delta j\) is the radial part of the response. The (200) term is \(-6t(2L)=+12\pi cA^2e^{-2\kappa L}/L\). For the attractive well below, \(P\) is negative and the two terms partly compensate. Both carry \(e^{-2\kappa L}\), so the response changes the coefficient and not the exponential order.

## Second derivation: a lattice of zero-range defects

Let the range of the potential shrink to zero at fixed binding. The potential is then replaced by a condition on the wavefunction at each site:

\[
\psi\propto\frac1\rho-\kappa_0+O(\rho),\qquad\rho\to0,
\]

where \(\rho\) is the distance from the site. For one defect, \(e^{-\kappa r}/r=1/r-\kappa+\dots\), so \(\kappa=\kappa_0\) and \(\varepsilon_0=-c\kappa_0^2\).

For the lattice, a Bloch state of energy \(E=-c\kappa^2<0\) is

\[
\psi=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}.
\]

Near site 0, its own term gives \(1/r-\kappa\) and the others give their value at the origin. The site condition becomes

\[
\kappa=\kappa_0+S(\kappa,\mathbf k),\qquad S(\kappa,\mathbf k)=\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}\frac{e^{-\kappa R}}{R}. \tag{6}
\]

The Bloch phase ensures the same condition at every other site. No expansion in the overlap has been made.

For large \(\kappa_0L\), \(\kappa-\kappa_0\simeq S(\kappa_0,\mathbf k)\), and

\[
E-\varepsilon_0=-c(\kappa^2-\kappa_0^2)\simeq-2c\kappa_0\,S(\kappa_0,\mathbf k).
\]

The hopping is therefore \(-2c\kappa_0e^{-\kappa_0R}/R\). This is equation (1) again: the zero-range orbital is tail everywhere, so \(4\pi A^2\int_0^\infty e^{-2\kappa_0r}dr=2\pi A^2/\kappa_0=1\), and \(4\pi cA^2=2c\kappa_0\).

At \(\mathbf k^*\) the sum \(S\) loses every term with an odd index, as in (4). Put \(\mathbf n=2\mathbf m\) in the rest:

\[
S(\kappa,\mathbf k^*)=\sum_{\mathbf m\neq0}(-1)^{m_1+m_2+m_3}\,\frac{e^{-2\kappa L|\mathbf m|}}{2L|\mathbf m|}.
\]

This is the sum for a cell of side \(2L\) at its zone corner. In this model, the special point of one cell and the corner of the doubled cell have the same energy. The six leading terms give \(S\simeq-3e^{-2\kappa_0L}/L\), so

\[
E(\mathbf k^*)-\varepsilon_0\simeq\frac{6c\kappa_0}{L}e^{-2\kappa_0L}. \tag{7}
\]

### Why a zone average is not the target

Averaging the band over the whole zone also removes every hopping term, but it does not return \(\varepsilon_0\) to this order. Iterating (6) once more gives \(\kappa\simeq\kappa_0+S+S\,\partial_\kappa S\), so

\[
\kappa^2-\kappa_0^2\simeq2\kappa_0S+S^2+2\kappa_0S\,\partial_\kappa S .
\]

For the nearest shell \(\partial_\kappa S=-LS\). The zone average of \(S\) is zero and that of \(S^2\) is \(6e^{-2\kappa_0L}/L^2\). Hence

\[
\langle E\rangle-\varepsilon_0\simeq-\frac{6c(1-2\kappa_0L)}{L^2}e^{-2\kappa_0L}
=\frac{12c\kappa_0}{L}\Big(1-\frac1{2\kappa_0L}\Big)e^{-2\kappa_0L}.
\]

For the zero-range defect this approaches twice the error (7); for other defects the ratio can differ. At \(\mathbf k^*\) the nearest-shell part of \(S\) is itself zero, so its square does not appear.

## Numbers for a deep and a shallow level

Take the free-electron mass and a binding of 1 eV. Then \(c=3.810\) eV Å\(^2\) and \(\kappa_0=\sqrt{1/3.810}=0.5123\) Å\(^{-1}\). At \(L=12\) Å, \(\kappa_0L=6.148\), and for the zero-range defect

\[
|t|=\frac{2(3.810)(0.5123)e^{-6.148}}{12}\ \text{eV}=0.696\ \text{meV},\qquad12|t|=8.35\ \text{meV}.
\]

Equation (6) gives a width of 8.40 meV. The level lies 4.62 meV below \(\varepsilon_0\) at \(\Gamma\) and 0.00442 meV above it at \(\mathbf k^*\); formula (7) gives 0.00446 meV. The zone average is in error by 0.00825 meV. Between 12 and 18 Å, \(L\) times the width decays at 0.513 Å\(^{-1}\), and \(L\) times the error at \(\mathbf k^*\) at 1.023 Å\(^{-1}\), close to \(\kappa_0\) and \(2\kappa_0\).

A Gaussian well \(-De^{-r^2/2b^2}\) with \(b=0.70\) Å and the same binding tests the finite-range formulas. Its tail is not strictly zero but falls faster than any exponential. The depth is 17.35 eV, \(A=0.4104\) Å\(^{-1/2}\) and \(P=-206\) eV Å\(^5\). Energies are in meV:

| \(L\) (Å) | width | \(12\lvert t\rvert\) | error at \(\mathbf k^*\) | formula (5) |
|---|---|---|---|---|
| 9 | 106.4 | 106.9 | 0.192 | 0.192 |
| 12 | 17.32 | 17.25 | 0.00757 | 0.00758 |
| 15 | 2.973 | 2.967 | 0.000296 | 0.000297 |

At 12 Å the formula is the sum of \(+0.00914\) from the even shells and \(-0.00156\) from the p-like response. At 15 Å the error at \(\mathbf k^*\) is small enough to feel the grid: a spacing of 0.33 Å gives 0.0002954 meV and a spacing of 0.28 Å gives 0.0002964 meV, against 0.0002965 meV from (5). The omitted \(l=3\) response is 0.4% of the p term at 12 Å and 0.3% at 15 Å, where its value of \(-1.3\times10^{-7}\) meV matches the remaining difference.

For the zero-range defect, the cell needed for a 1 meV error follows from (6). A finite-range defect has a larger tail amplitude and needs a somewhat larger cell: the Gaussian well is still off by 2.1 meV at \(\Gamma\) for 14.5 Å and by 1.3 meV at \(\mathbf k^*\) for 7.2 Å. For the deep level it is 14.5 Å at \(\Gamma\) and 7.2 Å at \(\mathbf k^*\). For a shallow level with binding 0.05 eV and mass 0.2 of the free-electron mass, \(1/\kappa_0=19.5\) Å, and the sizes are 96 Å and 46 Å. The special point roughly halves the cell in both cases, but the scale is set by \(1/\kappa_0\). A real shallow donor is bound by a Coulomb tail, and a real level 1 eV deep decays more slowly than the parabolic \(\kappa_0\) (about 0.36 instead of 0.51 Å\(^{-1}\) at the middle of a 2 eV gap in a two-band model with the same edge mass), so both sets of numbers indicate a scale only.

### Band filling

Suppose each defect supplies one electron to a spin-degenerate band. Filling from the bottom occupies half of the \(\mathbf k\) states. The nearest-shell band takes opposite values at \(\mathbf k\) and at \(\mathbf k\) shifted by the corner vector, so the mean over its lower half is

\[
-|t|\,\big\langle|2(\cos k_xL+\cos k_yL+\cos k_zL)|\big\rangle=-2.005\,|t| .
\]

At 12 Å, with the zero-range \(|t|=0.696\) meV, this is \(-1.39\) meV per electron; the full band from (6) gives \(-1.38\) meV. This spurious gain is of first order in \(e^{-\kappa L}\), because partial filling selects the lower states. Placing the electron at \(\mathbf k^*\) leaves the error of 0.0044 meV instead.

## What each derivation assumes

The first derivation needs small overlap, \(e^{-\kappa L}\ll1\), and a defect level that is the lowest state, with a gap to the next one. In return it holds for any spherical short-range potential, with the details contained in \(A\) and, at \(\mathbf k^*\), in \(P\) and the smaller responses to the higher odd harmonics that (5) omits. The second needs no small overlap, provided the level stays below the band edge (\(E<0\)), but its defect responds only to the value of the field at the site. A p-like field vanishes there, so the term \(4A^2g^2P\) is absent. The two agree on the hopping once \(A^2=\kappa_0/2\pi\), and on the exponent at \(\mathbf k^*\). They differ in the coefficient there, which belongs to the particular defect.

Both assume a single non-degenerate level. For a p-like triplet the hopping is a matrix, \(t_\pi\delta_{ab}+(t_\sigma-t_\pi)\hat R_a\hat R_b\). At \(\mathbf k^*\) the (100) shell still cancels. In the (110) shell the diagonal elements cancel, but the \(xy\) element does not: the phase is \(-1\) where \(\hat R_x\hat R_y=\frac12\) and \(+1\) where it is \(-\frac12\), so four neighbours give \(-2(t_\sigma-t_\pi)\). The same holds for \(yz\) and \(zx\). A matrix with zero diagonal and equal off-diagonal elements \(w\) has eigenvalues \(2w,-w,-w\), so the triplet splits by

\[
3|w|=6\,|t_\sigma-t_\pi| ,
\]

with hoppings taken at distance \(\sqrt2L\). This splitting decays as \(e^{-\sqrt2\kappa L}\), more slowly than (2). Its trace is zero, so the mean of the three levels is protected from this shell, while the individual levels are not.

## Computed values

```
hbar^2/2m = 3.80998 eV A^2; binding = 1.00 eV
decay constant kappa = 0.51232 1/A
shell (1, 0, 0): phase sum at k* = 0
shell (1, 1, 0): phase sum at k* = 0
shell (1, 1, 1): phase sum at k* = 0
shell (2, 0, 0): phase sum at k* = -6
shell (2, 2, 0): phase sum at k* = 12
low symmetry, hoppings 1 and 0.5: (110) sum at k* = -1.00
p triplet at k*: splitting/|t_sigma-t_pi| = 6.000
zero-range defect, shifts from the isolated level in meV:
 L=9 A: Gamma -30.194, corner 21.999, width 52.193, k* 0.1248
 L=12 A: Gamma -4.6172, corner 3.7834, width 8.4005, k* 0.004424
 L=15 A: Gamma -0.7602, corner 0.6794, width 1.4396, k* 0.0001647
 L=18 A: Gamma -0.1327, corner 0.12485, width 0.25754, k* 6.356e-06
decay rate of L*width = 0.5132 1/A, of L*(k* error) = 1.0233 1/A
L=12 A: |t| = 0.6956 meV, 12|t| = 8.3471 meV
L=12 A: leading k* law = 0.00446 meV
L=12 A: zone-average error = 0.00825 meV, law 0.00820 meV
L=12 A: half-filled band, energy per electron = -1.3830 meV
mean |2 sum cos| = 2.0048; from the band: 1.9882
Gaussian well: width b = 0.70 A, depth = 17.3465 eV, A = 0.41044 A^-1/2
p response P = -205.8565 eV A^5
grid error at L=9 A: spacing 0.375 A -3.7e-08 eV, spacing 0.333 A -9.5e-10 eV
Gaussian well on the grid, energies in meV:
 L=9 A: width 106.43, 12|t| 106.93, Gamma -59.348
   k* error 0.1919; formula 0.192 = 0.2578 (even shells) -0.06581 (p)
 L=12 A: width 17.315, 12|t| 17.246, Gamma -9.427
   k* error 0.007571; formula 0.007577 = 0.009139 (even shells) -0.001563 (p)
 L=15 A: width 2.9734, 12|t| 2.9668, Gamma -1.5666
   k* error 0.0002954; formula 0.0002965 = 0.0003402 (even shells) -4.369e-05 (p)
deep: binding 1.00 eV, mass 1.0, 1/kappa = 1.952 A
  L for 1 meV error: Gamma 14.54 A, k* 7.16 A
shallow: binding 0.05 eV, mass 0.2, 1/kappa = 19.519 A
  L for 1 meV error: Gamma 96.48 A, k* 45.80 A
```
